# Binding Energy of Two Like Charges from Charged Cubic Supercells: verification in Python

```python
"""
Result under test: for two like charges q at fixed distance d in cubic cells of
edge L with neutralizing background and dielectric constant eps,
  E_b(L) = 2 E(q) - E(2q) - E(0)
         = E_b(inf) + alpha q^2/(eps L) - 2 pi q^2 d^2/(3 eps L^3) + O(L^-5),
with alpha = 2.8373 (Gaussian form). E_b > 0 means bound, so the leading
finite-size error is a spurious attraction.
Lengths are in nm and energies in eV; COULOMB = e^2/(4 pi eps0) in eV nm.
psi is the zero-average potential of a unit charge, its images and background.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar
from scipy.special import erf, erfc

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9


def integer_grid(n_max):
    axis = np.arange(-n_max, n_max + 1)
    return np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T


REAL_GRID = integer_grid(5)
RECIP_GRID = integer_grid(10)


def psi_ewald(r, edge, eps_diag=(1.0, 1.0, 1.0), split=2.0):
    """Potential in 1/nm; at r = 0 the charge's own 1/r is left out."""
    eps = np.array(eps_diag, dtype=float)
    s = np.array(r, dtype=float) / edge
    root_det = np.sqrt(np.prod(eps))
    eta = split * root_det ** (1 / 3)
    at_origin = np.allclose(s, 0)
    g = 2 * np.pi * RECIP_GRID[np.any(RECIP_GRID != 0, axis=1)]
    geg = (g ** 2) @ eps
    recip = 4 * np.pi * np.sum(np.exp(-geg / (4 * eta ** 2)) / geg
                               * np.cos(g @ s))
    cells = REAL_GRID
    if at_origin:
        cells = cells[np.any(cells != 0, axis=1)]
    dist = np.sqrt(((cells + s) ** 2) @ (1 / eps))
    real = np.sum(erfc(eta * dist) / dist) / root_det
    total = recip + real - np.pi / eta ** 2
    if at_origin:
        total -= 2 * eta / (np.sqrt(np.pi) * root_det)
    return total / edge


def cell_energy(charges, positions, edge, eps):
    """Electrostatic energy per cell in eV for charges in units of e."""
    energy = 0.0
    for i, qi in enumerate(charges):
        for j, qj in enumerate(charges):
            sep = np.array(positions[i]) - np.array(positions[j])
            energy += 0.5 * qi * qj * psi_ewald(sep, edge, (eps,) * 3)
    return COULOMB * energy


def box_corner_potential(a, b, c):
    """Integral of 1/r over a box, seen from one of its corners."""
    diag = np.sqrt(a * a + b * b + c * c)
    total = 0.0
    for x, y, z in ((a, b, c), (b, c, a), (c, a, b)):
        total += y * z * np.arcsinh(x / np.hypot(y, z))
        total -= 0.5 * x * x * np.arctan(y * z / (x * diag))
    return total


def psi_direct(s, n_max=20):
    """Unit-edge potential by summing neutral cells, without Ewald splitting."""
    s = np.array(s, dtype=float)
    cells = integer_grid(n_max)
    if np.allclose(s, 0):
        cells = cells[np.any(cells != 0, axis=1)]
    points = np.sum(1 / np.linalg.norm(cells - s, axis=1))
    half = n_max + 0.5
    background = sum(box_corner_potential(half + i * s[0], half + j * s[1],
                                          half + k * s[2])
                     for i in (-1, 1) for j in (-1, 1) for k in (-1, 1))
    second_moment = -0.25          # of the unit cube of background charge
    cell_average = -2 * np.pi / 3 * second_moment
    return points - background - cell_average


# ---- model parameters: rough values for zinc-blende AlN, chosen short range
a_lat, eps_static, eps_fast = 0.44, 9.0, 4.5
short_range = 0.30
pair_vector = np.array([a_lat / 2, a_lat / 2, 0.0])
d = np.linalg.norm(pair_vector)
alpha = -psi_ewald([0, 0, 0], 1.0)

# ---- test: Ewald against direct sums, at the charge and away from it
alpha_direct = -psi_direct([0, 0, 0])
assert abs(alpha - alpha_direct) < 1e-4       # direct tail falls as n_max^-2
for s in ([0.25, 0.25, 0.0], [0.1, 0.2, 0.3]):
    assert abs(psi_ewald(s, 1.0) - psi_direct(s)) < 1e-4

# ---- test: result does not depend on the splitting, also with anisotropy
eps_aniso = (8.5, 8.5, 10.0)
for s in ([0, 0, 0], [0.2, 0.1, 0.3]):
    for tensor in ((1.0, 1.0, 1.0), eps_aniso):
        assert abs(psi_ewald(s, 1.0, tensor, 1.7)
                   - psi_ewald(s, 1.0, tensor, 2.6)) < 1e-9

# ---- test: remainder after the L^-3 term is of order L^-5
def remainder(edge):
    r = np.array([0.1, 0.1, 0.0]) / np.sqrt(2)
    dist = np.linalg.norm(r)
    series = 1 / dist - alpha / edge + 2 * np.pi * dist ** 2 / (3 * edge ** 3)
    return psi_ewald(r, edge) - series


order = np.log2(abs(remainder(1.0) / remainder(2.0)))
assert abs(order - 5) < 0.05

# ---- test: Fourier energy of Gaussian charges gives the width term
def gaussian_energy(positions, edge, sigma, n_max=26):
    n = integer_grid(n_max)
    g = 2 * np.pi / edge * n[np.any(n != 0, axis=1)]
    g2 = np.sum(g ** 2, axis=1)
    structure = sum(np.exp(-1j * (g @ np.array(p))) for p in positions)
    weight = np.exp(-sigma ** 2 * g2) / g2
    return 2 * np.pi / edge ** 3 * np.sum(np.abs(structure) ** 2 * weight)


edge_t, sigma_t = 3 * a_lat, 0.06
mutual = (gaussian_energy([np.zeros(3), pair_vector], edge_t, sigma_t)
          - 2 * gaussian_energy([np.zeros(3)], edge_t, sigma_t))
isolated_part = erf(d / (2 * sigma_t)) / d
image_part = psi_ewald(pair_vector, edge_t) - 1 / d
width_part = 4 * np.pi * sigma_t ** 2 / edge_t ** 3
assert abs(mutual - isolated_part - image_part - width_part) < 1e-7

# ---- test: minimizing over polarization divides the energy by eps
chi = (eps_static - 1) / (4 * np.pi)
g_vec, rho = np.array([0.7, -0.4, 1.1]), 1.3
g_sq = g_vec @ g_vec


def field_plus_polarization(p):
    return 2 * np.pi * (rho - g_vec @ p) ** 2 / g_sq + p @ p / (2 * chi)


best = minimize(field_plus_polarization, np.zeros(3)).fun
screened = 2 * np.pi * rho ** 2 / (eps_static * g_sq)
assert abs(best / screened - 1) < 1e-6

# ---- worked example: apparent binding energies from the three charged cells
multiples = np.array([2, 3, 4, 5])
edges = multiples * a_lat
repulsion = COULOMB / (eps_static * d)
binding_true = short_range - repulsion
single, double, apparent = [], [], []
for edge in edges:
    e1 = cell_energy([1], [np.zeros(3)], edge, eps_static)
    e2 = cell_energy([1, 1], [np.zeros(3), pair_vector], edge,
                     eps_static) - short_range
    single.append(e1)
    double.append(e2)
    apparent.append(2 * e1 - e2)
apparent = np.array(apparent)
leading = alpha * COULOMB / (eps_static * edges)
cubic = 2 * np.pi * COULOMB * d ** 2 / (3 * eps_static * edges ** 3)
corrected = apparent - leading
error_seen = apparent - binding_true
assert np.all(np.abs(error_seen - leading + cubic)[1:] < 1e-3)
assert binding_true < 0 and np.all(apparent[:3] > 0) and apparent[3] < 0

# ---- extrapolation: three-term fit, and a straight line in 1/L
x = 1 / edges
design = np.column_stack([np.ones(3), x[1:], x[1:] ** 3])
intercept, slope, cubic_coeff = np.linalg.solve(design, apparent[1:])
slope_theory = alpha * COULOMB / eps_static
assert abs(intercept - binding_true) < 1e-3
assert abs(slope / slope_theory - 1) < 0.01
line_slope = (apparent[0] - apparent[1]) / (x[0] - x[1])
line_intercept = apparent[1] - line_slope * x[1]
assert abs(line_intercept - binding_true) > 10 * abs(intercept - binding_true)

# ---- size of neglected effects in the 216-atom cell
edge_ref = edges[1]
frozen_ion = alpha * COULOMB / (eps_fast * edge_ref)
sigma = 0.05
width_shift = 4 * np.pi * sigma ** 2 * COULOMB / (eps_static * edge_ref ** 3)
aniso_leading = -COULOMB * psi_ewald([0, 0, 0], edge_ref, eps_aniso)
aniso_shift = aniso_leading - COULOMB * alpha / (np.mean(eps_aniso) * edge_ref)
bulk_gpa, elastic_dipole = 200.0, 5.0
bulk = bulk_gpa * 1e9 * 1e-27 / const.e
volume = edge_ref ** 3


def relaxed_elastic(count):
    return minimize_scalar(lambda e: 4.5 * bulk * volume * e * e
                           - 3 * count * elastic_dipole * e).fun


elastic_shift = 2 * relaxed_elastic(1) - relaxed_elastic(2)
assert abs(elastic_shift * bulk * volume / elastic_dipole ** 2 - 1) < 1e-6
temperature = 1500.0
kt = const.k * temperature / const.e
population_factor = np.exp(error_seen[1] / kt)

# ---- printed numbers
print(f"alpha, Ewald: {alpha:.6f} (no unit)")
print(f"alpha, direct sum of neutral cells: {alpha_direct:.5f} (no unit)")
print(f"order of remainder in 1/L: {order:.3f} (no unit)")
print(f"e^2/(4 pi eps0): {COULOMB:.5f} eV nm")
print(f"lattice constant a: {a_lat:.2f} nm")
print(f"static eps: {eps_static:.1f}; high-frequency eps: {eps_fast:.1f}")
print(f"pair distance d: {d:.4f} nm")
print(f"alpha*d, edge where 1/L term equals repulsion: {alpha * d:.4f} nm")
print(f"chosen short-range attraction: {short_range:.2f} eV")
print(f"isolated pair repulsion: {repulsion:.4f} eV")
print(f"isolated binding energy: {binding_true:.4f} eV")
print(f"isolated binding energy: {binding_true * const.e * const.N_A / 1e3:.2f}"
      " kJ/mol")
for i, m in enumerate(multiples):
    print(f"cell of {8 * m ** 3} atoms, L = {edges[i]:.2f} nm:")
    print(f"  E(q) = {single[i]:.4f} eV, E(2q) = {double[i]:.4f} eV")
    print(f"  apparent binding = {apparent[i]:.4f} eV")
    print(f"  leading attraction = {leading[i]:.4f} eV")
    print(f"  L^-3 term = {-cubic[i]:.4f} eV")
    print(f"  binding after 1/L correction = {corrected[i]:.4f} eV")
print(f"three-term fit, 216 to 1000 atoms, intercept: {intercept:.4f} eV")
print(f"three-term fit slope: {slope:.4f} eV nm")
print(f"alpha e^2/(4 pi eps0 eps): {slope_theory:.4f} eV nm")
print(f"three-term fit cubic coefficient: {cubic_coeff:.4f} eV nm^3")
print(f"straight line, 64 and 216 atoms, intercept: {line_intercept:.4f} eV")
print("Neglected effects, 216-atom cell:")
print(f"  leading attraction with frozen ions: {frozen_ion:.4f} eV")
print(f"  charge width {sigma:.2f} nm lowers E_b by {width_shift:.5f} eV")
print(f"  eps tensor {eps_aniso} against its mean: {aniso_shift:.5f} eV")
print(f"  elastic: K = {bulk_gpa:.0f} GPa, dipole {elastic_dipole:.0f} eV:"
      f" {elastic_shift:.4f} eV")
print(f"  kT at {temperature:.0f} K: {kt:.4f} eV")
print(f"  pair population too large by factor {population_factor:.1f}")
print(f"repulsion with electronic screening only:"
      f" {COULOMB / (eps_fast * d):.4f} eV")
print("every check passed")
```

Output:

```
alpha, Ewald: 2.837297 (no unit)
alpha, direct sum of neutral cells: 2.83731 (no unit)
order of remainder in 1/L: 5.013 (no unit)
e^2/(4 pi eps0): 1.43996 eV nm
lattice constant a: 0.44 nm
static eps: 9.0; high-frequency eps: 4.5
pair distance d: 0.3111 nm
alpha*d, edge where 1/L term equals repulsion: 0.8828 nm
chosen short-range attraction: 0.30 eV
isolated pair repulsion: 0.5142 eV
isolated binding energy: -0.2142 eV
isolated binding energy: -20.67 kJ/mol
cell of 64 atoms, L = 0.88 nm:
  E(q) = -0.2579 eV, E(2q) = -0.7723 eV
  apparent binding = 0.2565 eV
  leading attraction = 0.5159 eV
  L^-3 term = -0.0476 eV
  binding after 1/L correction = -0.2594 eV
cell of 216 atoms, L = 1.32 nm:
  E(q) = -0.1720 eV, E(2q) = -0.4598 eV
  apparent binding = 0.1159 eV
  leading attraction = 0.3439 eV
  L^-3 term = -0.0141 eV
  binding after 1/L correction = -0.2280 eV
cell of 512 atoms, L = 1.76 nm:
  E(q) = -0.1290 eV, E(2q) = -0.2957 eV
  apparent binding = 0.0378 eV
  leading attraction = 0.2579 eV
  L^-3 term = -0.0059 eV
  binding after 1/L correction = -0.2201 eV
cell of 1000 atoms, L = 2.20 nm:
  E(q) = -0.1032 eV, E(2q) = -0.1954 eV
  apparent binding = -0.0109 eV
  leading attraction = 0.2063 eV
  L^-3 term = -0.0030 eV
  binding after 1/L correction = -0.2173 eV
three-term fit, 216 to 1000 atoms, intercept: -0.2140 eV
three-term fit slope: 0.4532 eV nm
alpha e^2/(4 pi eps0 eps): 0.4540 eV nm
three-term fit cubic coefficient: -0.0309 eV nm^3
straight line, 64 and 216 atoms, intercept: -0.1654 eV
Neglected effects, 216-atom cell:
  leading attraction with frozen ions: 0.6878 eV
  charge width 0.05 nm lowers E_b by 0.00219 eV
  eps tensor (8.5, 8.5, 10.0) against its mean: 0.00026 eV
  elastic: K = 200 GPa, dipole 5 eV: 0.0087 eV
  kT at 1500 K: 0.1293 eV
  pair population too large by factor 12.9
repulsion with electronic screening only: 1.0285 eV
every check passed
```
